# Weak and Strong Limits of the Mayadas–Shatzkes Grain-Boundary Resistivity: a numerical check

```python
"""
Result under test: the Mayadas-Shatzkes relative resistivity
    rho/rho0 = 1 / (3*[1/3 - a/2 + a^2 - a^3*ln(1 + 1/a)])
behaves as 1 + 3a/2 for small a and as 4a/3 (plus 16/15) for large a.

Symbols (atomic units unless a name says otherwise):
    a      grain-boundary strength; relaxation rate = (1 + a/|mu|)/tau
    mu     cosine of the angle between electron velocity and current
    tau    bulk relaxation time; lam = k_F*tau is the bulk mean free path
    D      mean spacing of the boundary planes, which are normal to the current
    S      strength of one plane, potential S*delta(x - x_j)
    R      reflection probability of one plane at normal incidence and k_F
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.integrate import quad

mp.mp.dps = 35
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10


def ratio_closed(a):
    """rho/rho0 from the closed formula, in extended precision."""
    a = mp.mpf(a)
    return 1 / (3 * (mp.mpf(1) / 3 - a / 2 + a**2 - a**3 * mp.log(1 + 1 / a)))


def ratio_integral(a):
    """rho/rho0 from the angular integral over the Fermi sphere."""
    a = mp.mpf(a)
    inner = [a * 10**j for j in range(8) if a * 10**j < 1]
    value = mp.quad(lambda m: m**3 / (m + a), [mp.mpf(0)] + inner + [mp.mpf(1)])
    return 1 / (3 * value)


def barrier_reflection(k, strength, width=1e-6):
    """Reflection probability of a very narrow barrier by wave matching."""
    height = strength / width
    generator = np.array([[0.0, 1.0], [2 * height - k**2, 0.0]])
    across = expm(generator * width)
    forward = np.array([1.0, 1j * k])
    backward = np.array([1.0, -1j * k])
    system = np.column_stack([across @ backward, -forward])
    r, t = np.linalg.solve(system, -(across @ forward))
    assert abs(abs(r)**2 + abs(t)**2 - 1) < 1e-8
    return abs(r)**2


def random_plane_reflection(k, strength, spacing, planes, samples, rng):
    """Mean coherent reflection of many planes at random positions."""
    x = np.sort(rng.uniform(0, planes * spacing, (samples, planes)), axis=1)
    g = strength / k
    m21 = np.zeros(samples, complex)
    m22 = np.ones(samples, complex)
    m11 = np.ones(samples, complex)
    m12 = np.zeros(samples, complex)
    for j in range(planes):
        phase = np.exp(2j * k * x[:, j])
        p11, p12 = 1 - 1j * g, -1j * g / phase
        p21, p22 = 1j * g * phase, 1 + 1j * g
        m11, m21 = p11 * m11 + p12 * m21, p21 * m11 + p22 * m21
        m12, m22 = p11 * m12 + p12 * m22, p21 * m12 + p22 * m22
    return np.mean(np.abs(m21 / m22)**2)


def ratio_kinetic(k_f, lam, spacing, strength, half=48):
    """rho/rho0 from a discretized kinetic equation with explicit flips."""
    node, weight = np.polynomial.legendre.leggauss(half)
    node, weight = (node + 1) / 2, weight / 2
    mu = np.concatenate([node, -node])
    w = np.concatenate([weight, weight]) / 2
    size = 2 * half
    tau = lam / k_f
    flip = strength**2 / (spacing * k_f * np.abs(mu))
    swap = np.roll(np.eye(size), half, axis=1)
    bulk = (np.eye(size) - np.outer(np.ones(size), w)) / tau
    collision = bulk + flip[:, None] * (np.eye(size) - swap)
    # the extra row fixes the particle number, which collisions conserve
    system = np.vstack([collision, w / tau])
    drive = np.concatenate([mu, [0.0]])
    g = np.linalg.lstsq(system, drive, rcond=None)[0]
    return (tau / 3) / np.sum(w * mu * g)


# Closed formula against the angular integral, and the two-sided bound
for a in np.logspace(-3, 3, 13):
    from_integral = ratio_integral(a)
    assert abs(ratio_closed(a) / from_integral - 1) < 1e-15
    assert 1 + 4 * a / 3 < from_integral < 1 + 3 * a / 2

# Small-a expansion: remainders of the integral, order by order
a_small = mp.mpf("1e-4")
value = ratio_integral(a_small)
slope_small = (value - 1) / a_small
second_small = (value - 1 - 3 * a_small / 2) / a_small**2
third_small = (value - 1 - 3 * a_small / 2 + 3 * a_small**2 / 4) / a_small**3
third_formula = 3 * mp.log(1 / a_small) - mp.mpf(45) / 8
assert abs(slope_small - 1.5) < 1e-3
assert abs(second_small + 0.75) < 5e-3
assert abs(third_small - third_formula) < 0.02  # next order is a*ln(1/a)

# Large-a expansion: remainders of the integral, order by order
a_large = mp.mpf(1000)
value = ratio_integral(a_large)
offset_large = value - 4 * a_large / 3
inverse_large = (offset_large - mp.mpf(16) / 15) * a_large
assert abs(value / (4 * a_large / 3) - 1) < 1e-3
assert abs(offset_large - mp.mpf(16) / 15) < 1e-4
assert abs(inverse_large + mp.mpf(8) / 225) < 1e-4

# Model parameters of the worked example
fermi_ev, strength_ev_ang = 7.0, 2.0
k_f = np.sqrt(2 * fermi_ev / HARTREE_EV)
S = strength_ev_ang / (HARTREE_EV * BOHR_ANG)

# One plane: odds of reflection at normal and oblique incidence
for fraction in (1.0, 0.5):
    k_x = fraction * k_f
    reflected = barrier_reflection(k_x, S)
    assert abs(reflected / (1 - reflected) / (S / k_x)**2 - 1) < 1e-5
R = barrier_reflection(k_f, S)

# Many weak random planes: reflection probabilities add
rng = np.random.default_rng(7)
weak = 0.01 * k_f
additivity = []
for fraction in (1.0, 0.5):
    k_x = fraction * k_f
    total = random_plane_reflection(k_x, weak, 200 / BOHR_ANG, 10, 20000, rng)
    additivity.append(total / (10 * (weak / k_x)**2))
    assert abs(additivity[-1] - 1) < 0.04  # sampling noise near 0.7 percent

print("MODEL PARAMETERS")
print(f"Fermi energy = {fermi_ev:.1f} eV")
print(f"plane strength S = {strength_ev_ang:.1f} eV angstrom")
print(f"Fermi wave number = {k_f / BOHR_ANG:.4f} 1/angstrom")
print(f"S/k_F in atomic units = {S / k_f:.4f} (no unit)")
print(f"reflection probability R at k_F = {R:.5f} (no unit)")
print(f"odds R/(1-R) = {R / (1 - R):.5f} (no unit)")
odds_eff = 2 * R / (1 - R)
print(f"effective R, customary definition = {odds_eff / (1 + odds_eff):.5f}")
print("random planes: mean reflection / sum of single reflections")
print(f"  k_x = k_F: {additivity[0]:.3f}; k_x = k_F/2: {additivity[1]:.3f}")

print("WORKED CASES (lengths in angstrom, other entries without unit)")
for lam_ang, d_ang in ((400.0, 2000.0), (400.0, 200.0), (40000.0, 200.0)):
    a = 2 * (lam_ang / d_ang) * R / (1 - R)
    kinetic = ratio_kinetic(k_f, lam_ang / BOHR_ANG, d_ang / BOHR_ANG, S)
    closed = float(ratio_closed(a))
    assert abs(kinetic / closed - 1) < 1e-6
    cut = S / k_f
    part = quad(lambda m: m**3 / (m + a), 0, cut)[0]
    whole = quad(lambda m: m**3 / (m + a), 0, 1)[0]
    print(f"lambda = {lam_ang:.0f}, D = {d_ang:.0f}: a = {a:.5f}")
    print(f"  rho/rho0: kinetic {kinetic:.5f}, formula {closed:.5f}")
    print(f"  1+3a/2 = {1 + 1.5 * a:.5f}, 4a/3 = {4 * a / 3:.5f}")
    print(f"  4a/3+16/15 = {4 * a / 3 + 16 / 15:.5f}")
    print(f"  (rho/rho0 - 1)/a = {(closed - 1) / a:.4f}")
    print(f"  current share with |k_x| < S: {100 * part / whole:.3f} percent")

print("TABLE: a, rho/rho0, 1+3a/2, 4a/3, 4a/3+16/15 (no units)")
for a in (0.01, 0.1, 1.0, 10.0, 100.0):
    exact = float(ratio_closed(a))
    print(f"{a:7.2f} {exact:10.5f} {1 + 1.5 * a:10.5f} "
          f"{4 * a / 3:10.5f} {4 * a / 3 + 16 / 15:10.5f}")

a_low = brentq(lambda a: (1 + 1.5 * a) / float(ratio_closed(a)) - 1.01, 0.01, 1)
a_high = brentq(lambda a: (4 * a / 3) / float(ratio_closed(a)) - 0.99, 10, 1000)
print(f"1+3a/2 is 1 percent too high at a = {a_low:.4f}")
print(f"4a/3 is 1 percent too low at a = {a_high:.2f}")

print("EXPANSION COEFFICIENTS FROM THE INTEGRAL (no units)")
print(f"a = 0.0001: (rho/rho0 - 1)/a = {float(slope_small):.5f}")
print(f"a = 0.0001: second-order remainder/a^2 = {float(second_small):.5f}")
print(f"a = 0.0001: third-order remainder/a^3 = {float(third_small):.3f}")
print(f"  3 ln(1/a) - 45/8 = {float(third_formula):.3f}")
print(f"a = 1000: rho/rho0 - 4a/3 = {float(offset_large):.6f}")
print(f"  16/15 = {16 / 15:.6f}")
print(f"a = 1000: (rho/rho0 - 4a/3 - 16/15)*a = {float(inverse_large):.5f}")
print(f"  -8/225 = {-8 / 225:.5f}")
print("every check passed")
```

Output:

```
MODEL PARAMETERS
Fermi energy = 7.0 eV
plane strength S = 2.0 eV angstrom
Fermi wave number = 1.3555 1/angstrom
S/k_F in atomic units = 0.1936 (no unit)
reflection probability R at k_F = 0.03614 (no unit)
odds R/(1-R) = 0.03750 (no unit)
effective R, customary definition = 0.06976
random planes: mean reflection / sum of single reflections
  k_x = k_F: 1.003; k_x = k_F/2: 0.997
WORKED CASES (lengths in angstrom, other entries without unit)
lambda = 400, D = 2000: a = 0.01500
  rho/rho0: kinetic 1.02235, formula 1.02235
  1+3a/2 = 1.02250, 4a/3 = 0.02000
  4a/3+16/15 = 1.08666
  (rho/rho0 - 1)/a = 1.4904
  current share with |k_x| < S: 0.667 percent
lambda = 400, D = 200: a = 0.14998
  rho/rho0: kinetic 1.21670, formula 1.21670
  1+3a/2 = 1.22497, 4a/3 = 0.19998
  4a/3+16/15 = 1.26664
  (rho/rho0 - 1)/a = 1.4449
  current share with |k_x| < S: 0.426 percent
lambda = 40000, D = 200: a = 14.99820
  rho/rho0: kinetic 21.06199, formula 21.06199
  1+3a/2 = 23.49730, 4a/3 = 19.99760
  4a/3+16/15 = 21.06426
  (rho/rho0 - 1)/a = 1.3376
  current share with |k_x| < S: 0.147 percent
TABLE: a, rho/rho0, 1+3a/2, 4a/3, 4a/3+16/15 (no units)
   0.01    1.01493    1.01500    0.01333    1.08000
   0.10    1.14573    1.15000    0.13333    1.20000
   1.00    2.37779    2.50000    1.33333    2.40000
  10.00   14.39665   16.00000   13.33333   14.40000
 100.00  134.39965  151.00000  133.33333  134.40000
1+3a/2 is 1 percent too high at a = 0.1985
4a/3 is 1 percent too low at a = 79.17
EXPANSION COEFFICIENTS FROM THE INTEGRAL (no units)
a = 0.0001: (rho/rho0 - 1)/a = 1.49993
a = 0.0001: second-order remainder/a^2 = -0.74780
a = 0.0001: third-order remainder/a^3 = 22.014
  3 ln(1/a) - 45/8 = 22.006
a = 1000: rho/rho0 - 4a/3 = 1.066631
  16/15 = 1.066667
a = 1000: (rho/rho0 - 4a/3 - 16/15)*a = -0.03553
  -8/225 = -0.03556
every check passed
```
